\section*{Capillary Stability of a Pinned Cylindrical Filament of Fixed Volume}

\section{The decision that hangs on the limit}

A retention calculation for a metal filament in a memory cell begins with a choice. If the filament is a local minimum of its energy, pinching is an activated event and one computes a barrier. If it is not, the filament starts to neck at once and one computes a growth rate. For a cylinder of radius $R$ and length $L$ whose edges are pinned at both electrodes and whose volume is conserved, the choice is made by comparing $L$ with $2\pi R$. With other conditions at the ends, or with exchange of atoms, the limit is different, so the conditions must be settled before the number is used.

\section{Energy, constraint and variables}

The filament stands between flat, parallel electrodes at $z=0$ and $z=L$. Four assumptions define the model. The interface energy $\gamma$ per unit area is the same for all orientations. The surrounding matrix yields without elastic cost. The filament neither gains nor loses atoms, and its density is constant, so its volume is fixed. The two circles where it meets the electrodes cannot move. Because these circles are fixed, the filament--electrode and matrix--electrode contact areas are fixed too, and the energy is
\begin{equation}
G=\gamma A+\text{constant},
\label{eq:G}
\end{equation}
where $A$ is the area of the side surface. The algebra holds in any consistent units, atomic units included; the example uses nm and eV.

Describe the surface by $\mathbf X=(r\cos\theta,\,r\sin\theta,\,z)$ with $r=r(\theta,z)$. Subscripts denote derivatives. The tangent vectors are
\begin{align}
\mathbf X_\theta&=(r_\theta\cos\theta-r\sin\theta,\;r_\theta\sin\theta+r\cos\theta,\;0),\\
\mathbf X_z&=(r_z\cos\theta,\;r_z\sin\theta,\;1),
\end{align}
and their cross product is
\begin{equation}
\mathbf X_\theta\times\mathbf X_z=(r\cos\theta+r_\theta\sin\theta,\;r\sin\theta-r_\theta\cos\theta,\;-r\,r_z).
\end{equation}
Its squared length is $r^2+r_\theta^2+r^2r_z^2$, since the cross terms in the first two components cancel. Hence
\begin{equation}
A=\int_0^L\!\!dz\int_0^{2\pi}\!\!d\theta\,\sqrt{r^2(1+r_z^2)+r_\theta^2},\qquad
V=\tfrac12\int_0^L\!\!dz\int_0^{2\pi}\!\!d\theta\,r^2 .
\label{eq:AV}
\end{equation}

The volume is quadratic in $r$. A displacement $r-R$ with zero mean would therefore change the volume at second order, the order that matters here. This is avoided by the variable
\begin{equation}
w=\frac{r^2-R^2}{2R},\qquad r^2=R^2+2Rw ,
\label{eq:w}
\end{equation}
which equals $r-R$ to first order. Then $V=\pi R^2L+R\iint w\,d\theta\,dz$, and the conditions on $w$ are linear at any amplitude:
\begin{equation}
\iint w\,d\theta\,dz=0,\qquad w(\theta,0)=w(\theta,L)=0 .
\label{eq:cond}
\end{equation}

\section{The second variation}

Differentiating $r^2=R^2+2Rw$ gives $r\,r_z=Rw_z$ and $r\,r_\theta=Rw_\theta$. The area integrand becomes $R\sqrt{1+X}$ with
\begin{equation}
X=\frac{2w}{R}+w_z^2+\frac{w_\theta^2}{R^2+2Rw}.
\label{eq:X}
\end{equation}
To second order the last denominator may be replaced by $R^2$, and $X^2=4w^2/R^2$. With $\sqrt{1+X}=1+X/2-X^2/8+\dots$,
\begin{equation}
R\sqrt{1+X}=R+w+\frac R2w_z^2+\frac{w_\theta^2}{2R}-\frac{w^2}{2R}+O(3),
\label{eq:expand}
\end{equation}
where $O(3)$ collects terms of third and higher order in $w$ and its derivatives. The linear term integrates to zero by (\ref{eq:cond}). With $A_0=2\pi RL$,
\begin{equation}
A-A_0=\tfrac12Q[w]+O(3),\qquad
Q[w]=R\iint\Big(w_z^2+\frac{w_\theta^2}{R^2}-\frac{w^2}{R^2}\Big)d\theta\,dz .
\label{eq:Q}
\end{equation}

The same form follows from a Lagrange multiplier. In terms of $u=r-R$, the area integrand is $R+u+Ru_z^2/2+u_\theta^2/(2R)$ to second order, and that of $V/R$ is $R/2+u+u^2/(2R)$. In $A-V/R$ the linear terms cancel and the quadratic part is $Q[u]/2$. The negative term thus comes from the volume constraint: at fixed volume, a bulge gains more volume than an equal dent loses, so the mean radius must shrink, and this saves area.

Equation (\ref{eq:Q}) can be compared with the full area (\ref{eq:AV}). Take $R=1$ and
\begin{equation}
w=a\Big[\sin\frac{2\pi z}{L}+0.7\sin\frac{\pi z}{L}\cos\theta+0.5\sin\frac{\pi z}{L}\cos2\theta\Big].
\end{equation}
The second derivative of the area with respect to $a$, from quadrature of the full area at $a=\pm0.005$, is $17.283$ for $L=5$ and $-12.269$ for $L=12$. The quadratic form gives $17.282$ and $-12.270$.

\section{Sign of the second variation}

Expand the shape around the circumference,
\begin{equation}
w=f_0(z)+\sum_{m\ge1}\big[f_m(z)\cos m\theta+g_m(z)\sin m\theta\big].
\end{equation}
Different terms are orthogonal in $\theta$. The integral of a squared cosine or sine is $\pi$, and that of the constant is $2\pi$, so
\begin{align}
Q={}&2\pi R\int_0^L\Big(f_0'^2-\frac{f_0^2}{R^2}\Big)dz\nonumber\\
&+\pi R\sum_{m\ge1}\int_0^L\Big[f_m'^2+g_m'^2+\frac{m^2-1}{R^2}(f_m^2+g_m^2)\Big]dz .
\label{eq:modes}
\end{align}
The volume condition restricts $f_0$ alone: $\int_0^Lf_0\,dz=0$. Every $f_m$ and $g_m$ vanishes at both ends.

\subsection{Shapes that are not axisymmetric}

A function that vanishes at both ends has a sine series in $\sin(n\pi z/L)$ with $n\ge1$, so
\begin{equation}
\int_0^Lf_m'^2\,dz\ge\Big(\frac{\pi}{L}\Big)^2\int_0^Lf_m^2\,dz .
\label{eq:dir}
\end{equation}
For $m\ge1$ the factor multiplying $\int f_m^2dz$ is then at least $(\pi/L)^2+(m^2-1)/R^2>0$. These modes raise the area at any length. The softest is $m=1$, a sideways bow of the filament. To leading order it shifts each cross-section without changing its shape, so the cost comes only from the slope of the axis, the terms $f_1'^2$ and $g_1'^2$ in (\ref{eq:modes}). It weakens as $L$ grows but keeps its sign.

\subsection{Axisymmetric shapes}

Since $f_0(0)=f_0(L)$, continue $f_0$ periodically with period $L$ and write $f_0=\sum_nc_n\mathrm e^{2\pi inz/L}$. The continued function has no jump, so integration by parts leaves no boundary term, and the coefficients of $f_0'$ are $(2\pi in/L)c_n$. The zero mean removes $c_0$. Parseval's theorem gives
\begin{equation}
\int_0^Lf_0'^2dz=L\sum_{n\ne0}\Big(\frac{2\pi n}{L}\Big)^2|c_n|^2
\ge\Big(\frac{2\pi}{L}\Big)^2\int_0^Lf_0^2\,dz .
\label{eq:wirt}
\end{equation}
Equality requires $n=\pm1$, a combination of $\sin(2\pi z/L)$ and $\cos(2\pi z/L)$; the condition $f_0(0)=0$ removes the cosine. The least favourable shape is therefore one neck and one bulge,
\begin{equation}
w=a\sin qz,\qquad q=\frac{2\pi}{L}.
\label{eq:soft}
\end{equation}
Inserting it in (\ref{eq:Q}), with $\int_0^L\sin^2qz\,dz=\int_0^L\cos^2qz\,dz=L/2$, gives $Q=\pi RL(q^2-1/R^2)a^2$. By (\ref{eq:G}) the energy is
\begin{equation}
G-G_0=\tfrac12Ka^2+O(a^4),\qquad
K=\pi\gamma RL\Big[\Big(\frac{2\pi}{L}\Big)^2-\frac1{R^2}\Big].
\label{eq:K}
\end{equation}
Odd powers are absent because $a\to-a$ is a reflection of the filament about its midplane. The sign of $K$ changes at
\begin{equation}
L_c=2\pi R .
\label{eq:Lc}
\end{equation}
A single half wave, $\sin(\pi z/L)$, would cost less slope, but it changes the volume. The constraint forces material leaving the neck to appear elsewhere between the same two pinned edges, and this doubles the limit.

\subsection{From the quadratic form to a local minimum}

A positive quadratic form on a space of functions proves a minimum if it also controls the neglected terms. Write $|\nabla w|^2=w_z^2+w_\theta^2/R^2$. The bounds (\ref{eq:dir}) and (\ref{eq:wirt}) combine into
\begin{equation}
\iint|\nabla w|^2\ge\Lambda\iint\frac{w^2}{R^2},\qquad
\Lambda=\min\Big[\Big(\frac{2\pi R}{L}\Big)^2,\;1+\Big(\frac{\pi R}{L}\Big)^2\Big].
\end{equation}
For $L<2\pi R$, $\Lambda>1$, and hence $Q\ge R(1-1/\Lambda)\iint|\nabla w|^2$.

Now let $|w|/R+|\nabla w|\le\delta$ everywhere, with $\delta$ small. The integrand $R\sqrt{1+X}$ is a smooth function of $w/R$, $w_z$ and $w_\theta/R$ near zero, so its Taylor remainder after second order is at most $CR(|w|/R+|\nabla w|)^3$ with a fixed number $C$. One factor is bounded by $\delta$, and the remaining square by $2(w^2/R^2+|\nabla w|^2)$. Since $\Lambda>1$, the integral of $w^2/R^2$ is no larger than that of $|\nabla w|^2$. Therefore
\begin{equation}
A-A_0\ge R\Big[\tfrac12\Big(1-\frac1\Lambda\Big)-4C\delta\Big]\iint|\nabla w|^2 .
\label{eq:strict}
\end{equation}
For small enough $\delta$ the bracket is positive, and the integral vanishes only for $w=0$, because $w$ is zero at the ends. The cylinder is a strict local minimum among shapes close to it in both radius and slope. For $L>2\pi R$ the shape (\ref{eq:soft}) lowers the area at arbitrarily small amplitude.

\subsection{At the limit itself}

At $L=2\pi R$ the second variation vanishes for (\ref{eq:soft}), and higher orders decide. Put $x=z/R$, $\alpha=a/R$, $s=\sin x$ and $c=\cos x$. Then $X=2\alpha s+\alpha^2c^2$, and
\begin{equation}
\sqrt{1+X}=1+\frac X2-\frac{X^2}8+\frac{X^3}{16}-\frac{5X^4}{128}+\dots
\end{equation}
The terms in $\alpha$ and $\alpha^3$ are odd in $s$ and integrate to zero. The term $\alpha^2(c^2-s^2)/2$ also integrates to zero. The fourth-order coefficient is
\begin{equation}
-\frac{c^4}8+\frac{3s^2c^2}4-\frac{5s^4}8 .
\end{equation}
The mean of $c^4$ and of $s^4$ is $3/8$, and that of $s^2c^2$ is $1/8$. The mean of the coefficient is $(-3+6-15)/64=-3/16$. Multiplying by $2\pi R^2$ from the area integral and by $2\pi$ from the range of $x$,
\begin{equation}
A-A_0=-\frac{3\pi^2}4\,\frac{a^4}{R^2}+O(a^6).
\label{eq:quartic}
\end{equation}
Equality is unstable, so the condition $L<2\pi R$ is both sufficient and necessary. For $R=1$ the coefficient is $-7.402$; the full area at $a=0.03$ gives $-7.413$.

\section{Other conditions at the ends}

\paragraph{Exchange of atoms.} Let the filament exchange atoms with a reservoir held at the cylinder's own chemical potential. The function to be minimized is then $\gamma A-pV$, with $p=\gamma/R$ the pressure that makes the cylinder stationary. The term $-pV$ cancels the linear term in (\ref{eq:expand}), and $Q$ is unchanged, but $f_0$ need no longer have zero mean. Bound (\ref{eq:dir}) replaces (\ref{eq:wirt}), and the limit falls to $L=\pi R$.

\paragraph{Sliding edges.} Let the volume be fixed but the edges slide freely, with a contact angle of $90^\circ$. Young's equation then makes the two electrode interface energies equal, so a change of contact area costs nothing. A function of zero mean with free ends has a cosine series starting at $\cos(\pi z/L)$, and the axisymmetric limit is again $\pi R$.

These limits were also found without the expansion. The cylinder was replaced by 160 conical frustums with their own area and volume, and the length was sought at which the lowest eigenvalue of the second-derivative matrix of $A-V/R$, restricted to the allowed changes, crosses zero. The result for $L/R$ is $6.2836$ for pinned edges and fixed volume, and $3.1416$ for each of the other two cases. The first agrees with $2\pi=6.2832$ to within one part in $10^4$.

\section{A silver filament in a polymer electrolyte}

Take a silver filament in a soft polymer-electrolyte cell at rest, with no bias. The rough values are a film thickness $L=20$ nm, $\gamma=6.0$ eV/nm$^2$ and a temperature of 358 K, for which $k_BT=0.0309$ eV. Two radii are compared with all other settings held fixed.

For $R=4.0$ nm, (\ref{eq:Lc}) gives $L_c=25.1$ nm (251 \AA), so the filament is stable. For $R=2.5$ nm, $L_c=15.7$ nm and it is unstable. Within the model, a filament across this film must have a radius above $20/(2\pi)=3.18$ nm.

The stiffness (\ref{eq:K}) of the thicker filament is
\begin{equation}
K=\pi(6.0)(4.0)(20)\Big[\Big(\frac{2\pi}{20}\Big)^2-\frac1{4.0^2}\Big]
=54.6\ \text{eV/nm}^2 .
\end{equation}
For the thinner one the bracket is negative and $K=-57.8$ eV/nm$^2$. Equipartition, $\frac12K\langle a^2\rangle=\frac12k_BT$, gives the thicker filament a thermal amplitude $\sqrt{0.0309/54.6}=0.024$ nm in this neck-and-bulge mode, far below its radius. The sideways bow is softer at this length: by (\ref{eq:modes}) its stiffness is $\pi\gamma R(\pi/L)^2L/2=18.6$ eV/nm$^2$, which gives a thermal amplitude of $0.041$ nm in each sideways direction.

Local stability says nothing about large disturbances. Follow (\ref{eq:soft}) from $a=0$ to $a=R/2$, where (\ref{eq:w}) gives $r=0$ at the neck. For the thicker filament the energy rises to 50 eV at $a=1.72$ nm, where the neck radius is $\sqrt{4.0^2-2(4.0)(1.72)}=1.5$ nm, and then falls to 23 eV at closure. The top of this path is an upper bound on the barrier to pinching, since a better path may lie lower. It does not prove a long retention time. For the thinner filament the energy is below that of the cylinder at every computed point of the path, and it reaches $-104$ eV at closure.

\section{What the model leaves out}

\paragraph{Elastic matrix.} Treat the matrix as a flat, incompressible half-space of shear modulus $\mu$, with depth $y$ and distance $x$ along the filament. A wall displacement $a\cos qx$ produces the equilibrium field
\begin{equation}
u_y=a(1+qy)\mathrm e^{-qy}\cos qx,\qquad u_x=a\,qy\,\mathrm e^{-qy}\sin qx ,
\end{equation}
which has zero divergence and no shear traction at $y=0$. The strains are $e_{xx}=-e_{yy}=aq^2y\,\mathrm e^{-qy}\cos qx$ and $e_{xy}=-aq^2y\,\mathrm e^{-qy}\sin qx$. The energy density $\mu\,e_{ij}e_{ij}=2\mu a^2q^4y^2\mathrm e^{-2qy}$ integrates over depth to $\mu qa^2/2$ per unit area. The destabilizing term in (\ref{eq:Q}) has the mean value $\gamma a^2/(4R^2)$ per unit area. The ratio of the two is $2\mu qR^2/\gamma$. With $\gamma=0.96$ J/m$^2$ and $R=4.0$ nm, it is $0.1$ for a polymer of $0.01$ GPa and about 300 for an oxide of 30 GPa. These are estimates of order of magnitude: here $qR=1.3$, so the wall is not flat on the scale of the wave, and its curvature raises both ratios by a factor of about 1.4. The limit $2\pi R$ therefore suits a soft matrix, with a modest correction: the polymer moves it from 25.1 nm to about 27 nm. In a stiff oxide that adheres to the filament and does not rearrange, elasticity suppresses this mode.

\paragraph{Anisotropy.} Let $\gamma$ depend smoothly on the tilt $\varphi$ of the surface along the axis, with $\tan\varphi=r_z$ and $\gamma'(0)=0$. To second order $\gamma(\varphi)=\gamma+\frac12\gamma''w_z^2$, with $\gamma$ and $\gamma''$ on the right taken at $\varphi=0$. This adds $\frac12R\gamma''w_z^2$ to the energy per $d\theta\,dz$. The slope term then carries $\gamma+\gamma''$ and the $w^2$ term still carries $\gamma$. For axisymmetric changes and $\gamma+\gamma''>0$,
\begin{equation}
L_c=2\pi R\sqrt{1+\gamma''/\gamma}.
\end{equation}
For $\gamma(\varphi)\propto1+b\cos4\varphi$, $\gamma''/\gamma=-16b/(1+b)$. An anisotropy of two per cent moves the 25.1 nm limit to 20.8 nm for $b=0.02$ and to 29 nm for $b=-0.02$. The first value barely exceeds the film thickness. A faceted surface, with a cusp in $\gamma(\varphi)$, has no second variation of this kind.

\paragraph{Current.} The capillary energy per atom is $\gamma\Omega/R=6.0\times0.017/4.0=0.026$ eV, with $\Omega=0.017$ nm$^3$ the atomic volume. If the whole of a 0.1 V read voltage dropped along the filament, an atom of effective charge number one would gain 0.10 eV from electromigration, about four times as much. For that charge number this is a ceiling. With bulk resistivity the 4.0 nm filament has a resistance of only about 8 $\Omega$, so the full drop would mean a current density above $10^{10}$ A/cm$^2$ and heating of order 100 K. In a real cell the contact and series resistances take much of the voltage, and the energy scales with the part that drops in the filament. The electron wind in a metal can make the effective charge number several times larger, and this energy grows in proportion. The result applies to storage at rest, not to a filament carrying current.

\paragraph{The real cell.} The radii and the film thickness are illustrative; a thicker film needs a proportionally thicker filament. The 4.0 nm filament holds about $6\times10^4$ atoms, enough to define an average shape, but the smooth surface remains an assumption. The thermal amplitude of 0.024 nm is only about a tenth of an atomic layer, so it is meaningful only if atomic steps form freely; on a faceted filament (\ref{eq:K}) does not give the fluctuations. A neck about to close is not smooth on the atomic scale either. The closed volume is also open to doubt in a real cell, because a silver filament may touch a silver electrode and may exchange silver ions with the electrolyte. Exchange at the cylinder's own chemical potential lowers the limit from 25.1 to 12.6 nm, and the 4.0 nm filament is then unstable. A large flat electrode is a harsher partner: its atoms lie lower by $\gamma\Omega/R$, so the cylinder is not even stationary and tends to drain into it. Edges that slide at $90^\circ$ also give 12.6 nm. The rule $R>L/(2\pi)$ therefore holds for pinned edges, slow atom exchange over the storage time, a compliant matrix, nearly isotropic interface energy and no current. The numerical output below lists the main values; the stiffness and thermal amplitude given there belong to the neck-and-bulge mode (\ref{eq:soft}).

\section*{Numbers as computed}
\begin{verbatim}
TESTS WITH R = 1 (dimensionless)
mixed modes, L/R = 5: area curvature exact 17.2826, formula 17.2820
mixed modes, L/R = 12: area curvature exact -12.2693, formula -12.2705
m = 1 mode, L/R = 12: area curvature 1.2922
critical L/R, pinned, volume fixed: 6.2836
critical L/R, pinned, atoms exchanged: 3.1416
critical L/R, sliding edges, volume fixed: 3.1416
2 pi = 6.2832, pi = 3.1416
quartic coefficient at L = 2 pi R: exact -7.4133, formula -7.4022
EXAMPLE INPUTS (rough typical values)
film thickness = filament length: 20.0 nm
radii: thick 4.0 nm, thin 2.5 nm
interface energy: 6.0 eV/nm^2 (= 0.96 J/m^2)
temperature: 358 K, kT = 0.0309 eV
EXAMPLE RESULTS
critical length, thick: 25.13 nm (= 251.3 angstrom)
critical length, thin: 15.71 nm
critical radius for this film: 3.18 nm
softest-mode stiffness, thick: 54.6 eV/nm^2
same mode, thin: -57.8 eV/nm^2
thermal rms amplitude, thick: 0.0238 nm
one-mode path, thick: top 50.1 eV at amplitude 1.72 nm
neck radius at the top: 1.50 nm
energy at neck closure, thick: 23 eV
energy at neck closure, thin: -104 eV
NEGLECTED EFFECTS (thick filament)
limit with atom exchange: 12.57 nm
limit with sliding edges: 12.57 nm
limit with anisotropy b = +0.02: 20.82 nm
limit with anisotropy b = -0.02: 28.95 nm
elastic cost / capillary drive, polymer of 0.01 GPa: 0.105
elastic cost / capillary drive, oxide of 30 GPa: 314
atomic volume: 0.017 nm^3, atoms in filament: 59136
capillary energy per atom: 0.0255 eV
read voltage 0.1 V, charge number 1: electromigration energy 0.10 eV
electromigration / capillary energy: 3.9
\end{verbatim}
